# Why a flat rapidity plateau has a central dip in pseudorapidity

## Protons at right angles to the beam

Take protons that leave a collision almost perpendicular to the beam, each with transverse momentum $p_T=1$ GeV. The beam is the $z$ axis and $c=1$, so masses, momenta and energies are all in GeV. The proton mass is $m=0.93827$ GeV. Because $p_z$ is small, the momentum is $p\approx p_T=1$ GeV and the energy is $E\approx\sqrt{m^2+p_T^2}=1.371$ GeV.

The rapidity $y$ and the pseudorapidity $\eta$ are defined by

$$
y=\frac12\ln\frac{E+p_z}{E-p_z},\qquad
\eta=-\ln\tan\frac{\theta}{2},
$$

where $\theta$ is the polar angle. Since $\tan^2(\theta/2)=(1-\cos\theta)/(1+\cos\theta)$ and $\cos\theta=p_z/p$, the second definition can be written like the first:

$$
\eta=\frac12\ln\frac{1+\cos\theta}{1-\cos\theta}
=\frac12\ln\frac{p+p_z}{p-p_z}.
$$

The two variables differ in having $E$ or $p$ beside $p_z$. For small $x$, $\frac12\ln[(1+x)/(1-x)]\approx x$, so near $90^\circ$

$$
y\approx\frac{p_z}{E},\qquad \eta\approx\frac{p_z}{p},\qquad
\frac{y}{\eta}\approx\frac pE .
$$

The ratio $p/E$ is the speed $\beta$ of the proton, here $1/1.371=0.729$. Suppose there are 10 protons per unit of rapidity. A narrow slice of width $\Delta\eta$ covers a rapidity width of $0.729\,\Delta\eta$, and so holds $7.29\,\Delta\eta$ protons. The same protons have density 10 in $y$ and 7.29 in $\eta$.

If this factor were the same at all angles, the two spectra would still have the same shape. It is not: at fixed $p_T$, a proton closer to the beam direction has a larger total momentum and moves faster.

## The whole plateau

Let the model spectrum be $dN/dy=h=10$ for $|y|<Y=3$ and zero outside, which makes $2Yh=60$ protons, all with $p_T=1$ GeV. To follow them to large angles from the perpendicular, define the transverse mass $m_T=\sqrt{m^2+p_T^2}$. Then $E^2-p_z^2=m_T^2$, and the definition of $y$ gives

$$
e^{y}=\sqrt{\frac{E+p_z}{E-p_z}}=\frac{E+p_z}{m_T},\qquad
e^{-y}=\frac{E-p_z}{m_T}.
$$

Half the difference and half the sum of these equations are

$$
p_z=m_T\sinh y,\qquad E=m_T\cosh y. \tag{1}
$$

The same algebra with $p$ in place of $E$, and $p^2-p_z^2=p_T^2$, gives

$$
p_z=p_T\sinh\eta,\qquad p=p_T\cosh\eta. \tag{2}
$$

Equating the two forms of $p_z$ relates the variables:

$$
\sinh y=\frac{p_T}{m_T}\sinh\eta. \tag{3}
$$

Since $p_T\le m_T$, it follows that $|y|\le|\eta|$. The speed at a given $\eta$ follows from (2):

$$
\beta(\eta)=\frac{p}{\sqrt{p^2+m^2}}
=\frac{p_T\cosh\eta}{\sqrt{m^2+p_T^2\cosh^2\eta}}. \tag{4}
$$

Between the edges of the plateau, the spectrum in $\eta$ is $h\beta(\eta)$. This is proved below for all angles, not only near $90^\circ$. The values of $y$, $\beta$ and $h\beta$ are:

| $\eta$ | $y$ | $\beta$ | $dN/d\eta$ |
|---|---|---|---|
| 0 | 0 | 0.729 | 7.29 |
| 1 | 0.777 | 0.854 | 8.54 |
| 2 | 1.700 | 0.970 | 9.70 |
| 3 | 2.686 | 0.996 | 9.96 |

A direct count shows the dip without using (4). Place 600,000 evenly spaced rapidities on the plateau, give each the weight that makes the total 60, compute each polar angle, and count in bins of $\eta$. The density is 7.298 for $|\eta|<0.1$ and 9.936 for $2.7<\eta<2.9$. The rapidity spectrum that was put in has no structure between its edges.

The protons missing from the centre have not been lost. By (3), the edge $y=Y$ lies at

$$
\eta_{\max}=\operatorname{arsinh}\!\left(\frac{m_T}{p_T}\sinh Y\right)
=\operatorname{arsinh}(1.3713\,\sinh 3)=3.315,
$$

so the $\eta$ spectrum is wider than the $y$ spectrum. The range $0<\eta<3$ corresponds to $0<y<2.686$ and holds 26.86 protons instead of 30. The other 3.14 protons on that side lie between $\eta=3$ and $\eta=3.315$.

## The general statement

For a particle of mass $m$ and fixed transverse momentum $p_T>0$,

$$
\left(\frac{\partial y}{\partial\eta}\right)_{p_T}=\frac pE=\beta,
\qquad
\frac{d^2N}{d\eta\,dp_T}=\beta\,\frac{d^2N}{dy\,dp_T}. \tag{5}
$$

If $m>0$ and the rapidity spectrum at this $p_T$ is flat around $y=0$, the pseudorapidity spectrum has a local minimum at $\eta=0$. If $m=0$, then $E=p$, and the two variables coincide.

**Proof.** Differentiate the two expressions for $p_z$ in (1) and (2), holding $p_T$ and therefore $m_T$ fixed:

$$
dp_z=m_T\cosh y\,dy=E\,dy,\qquad
dp_z=p_T\cosh\eta\,d\eta=p\,d\eta .
$$

Both describe the same change of momentum, so $E\,dy=p\,d\eta$, which is the first part of (5).

For the second part, note that $y$ depends on $p_T$ as well as on $\eta$. The change of variables from $(p_T,\eta)$ to $(p_T,y)$ has the determinant

$$
\begin{vmatrix}1&0\\ \partial y/\partial p_T&\partial y/\partial\eta\end{vmatrix}
=\frac{\partial y}{\partial\eta}=\beta .
$$

The derivative $\partial y/\partial p_T$ is multiplied by zero and drops out. Counting the same particles in either set of variables then gives the second part of (5).

Finally, $p=p_T\cosh\eta$ grows with $|\eta|$, and $\beta^2=1/(1+m^2/p^2)$ grows with $p$ when $m>0$. A constant times $\beta$ therefore has its minimum at $\eta=0$. $\blacksquare$

The same factor appears in relativistic phase space. In cylindrical momentum coordinates, with azimuth $\phi$, $d^3p=p_T\,dp_T\,d\phi\,dp_z$. Substituting $dp_z=E\,dy=p\,d\eta$ gives

$$
\frac{d^3p}{E}=p_T\,dp_T\,d\phi\,dy=\beta\,p_T\,dp_T\,d\phi\,d\eta .
$$

Suppose that everything multiplying $d^3p/E$ in a cross section is independent of $y$ over some range. This includes the squared amplitude and the phase space of the other particles, with momentum conservation. The spectrum is then flat in $y$ over that range and, for $m>0$, not flat in $\eta$.

## Depth, curvature and missing area

At the centre (4) gives $\beta(0)=p_T/m_T$, so the fractional depth of the dip relative to the plateau is $1-p_T/m_T$. For $p_T\gg m$,

$$
1-\frac{p_T}{m_T}=1-\left(1+\frac{m^2}{p_T^2}\right)^{-1/2}
\approx\frac{m^2}{2p_T^2}.
$$

At $p_T=1$ GeV the depth from the full expression is 27% for protons, 0.55% for muons and $1.3\times10^{-7}$ for electrons. At this $p_T$ the distinction matters for protons and is negligible for electrons.

For the shape near the centre, use $\cosh^2\eta\approx1+\eta^2$ in the logarithm of (4):

$$
\begin{aligned}
\ln\beta&=\tfrac12\ln(p_T^2\cosh^2\eta)-\tfrac12\ln(m^2+p_T^2\cosh^2\eta)\\
&\approx\ln\frac{p_T}{m_T}+\frac{\eta^2}{2}\left(1-\frac{p_T^2}{m_T^2}\right)
=\ln\frac{p_T}{m_T}+\frac{m^2}{2m_T^2}\,\eta^2 .
\end{aligned} \tag{6}
$$

The second derivative of $\ln(dN/d\eta)$ at the centre of a flat plateau is thus $m^2/m_T^2$, or 0.468 for the protons above.

The area of the dip follows from $\beta=dy/d\eta$. Up to a large value $L$ on an infinitely long plateau,

$$
\int_0^L(1-\beta)\,d\eta=L-y(L).
$$

For large $L$, (3) becomes $e^{y}\approx(p_T/m_T)e^{L}$, so $y(L)\approx L-\ln(m_T/p_T)$. The integral tends to $\ln(m_T/p_T)=0.316$, which is 3.16 protons per side at height 10. Far from the centre the two densities agree, but the two coordinates of a given proton still differ, with $|\eta|-|y|\approx\ln(m_T/p_T)=0.316$.

## The dip does not belong to particular particles

A boost along the beam with rapidity $b$ gives $E'=E\cosh b+p_z\sinh b$ and $p_z'=p_z\cosh b+E\sinh b$. Adding and subtracting,

$$
E'\pm p_z'=e^{\pm b}(E\pm p_z)\quad\Longrightarrow\quad y'=y+b .
$$

The plateau moves rigidly and stays flat. For $b=1$ it covers $-2<y'<4$, which still includes $y'=0$. Since $p_T$ is unchanged, (5) applies in the new frame with the new speeds, and the minimum is again at $\eta'=0$. Counting the boosted sample gives the same central density, 7.298, but the protons in that bin had a mean rapidity of $-1$ before the boost. As long as the boosted plateau still covers $y'=0$, that is for $|b|<Y$, the dip marks the place where $p_z'=0$ in the chosen frame, and is no sign of suppressed production there. For $|b|>Y$ no proton has $p_z'=0$ and there is no central dip.

## A spread of transverse momenta

Let the transverse momenta follow a normalized distribution $f(p_T)$ that does not depend on $y$. Integrating (5) gives

$$
\frac{dN}{d\eta}=h\int_0^\infty f(p_T)\,\beta(\eta,p_T)\,dp_T,
\qquad |\eta|\le Y .
$$

The condition is sufficient because $|y|\le|\eta|$ keeps every $p_T$ on the plateau. Each $\beta$ in the integral grows with $|\eta|$, so the dip survives the average.

As a model take $f=p_T e^{-p_T/T}/T^2$ with $T=0.3$ GeV, whose mean is $2T=0.6$ GeV. Numerical integration for protons gives $dN/d\eta=4.73$, 6.02, 8.22 and 9.46 at $\eta=0$, 1, 2 and 3. Using the mean $p_T$ in (4) would give 5.39 at the centre, which is too high. The reason is that $\beta=p/\sqrt{p^2+m^2}$ has the second derivative $-3m^2p/(p^2+m^2)^{5/2}<0$ with respect to $p$. It is a concave function of $p$, and at given $\eta$ also of $p_T$, so its average lies below its value at the average.

## Where the conclusion fails

A central dip is not guaranteed if the rapidity spectrum is itself peaked. Let it be a Gaussian of width $\sigma$ at fixed $p_T$, so that $\ln(dN/dy)=\text{const}-y^2/(2\sigma^2)$. Near the centre (3) gives $y\approx(p_T/m_T)\eta$. Adding $\ln\beta$ from (6),

$$
\left.\frac{d^2}{d\eta^2}\ln\frac{dN}{d\eta}\right|_{0}
=\frac{m^2}{m_T^2}-\frac{p_T^2}{m_T^2\sigma^2}
=\frac{1}{m_T^2}\left(m^2-\frac{p_T^2}{\sigma^2}\right).
$$

There is a central dip for $\sigma>p_T/m$ and a central peak for $\sigma<p_T/m$. For protons at 1 GeV the dividing width is 1.07. A width of 2 gives $+0.335$, a dip, and a width of 0.8 gives $-0.363$, a peak.

For $m>0$ the derivative $\partial y/\partial\eta$ is also not the velocity, except at $\eta=0$, if the total momentum $p$ is held fixed instead of $p_T$. In that case $\tanh y=p_z/E=\beta\cos\theta=\beta\tanh\eta$ with constant $\beta$. Differentiating, and using $\operatorname{sech}^2y=1-\beta^2\tanh^2\eta$,

$$
\left(\frac{\partial y}{\partial\eta}\right)_{p}
=\frac{\beta\,\operatorname{sech}^2\eta}{1-\beta^2\tanh^2\eta}
=\frac{\beta}{\cosh^2\eta-\beta^2\sinh^2\eta}.
$$

For a proton with $p=1.543$ GeV, $\beta=0.854$. The derivative is 0.854 at $\eta=0$, 0.622 at $\eta=1$ and 0.030 at $\eta=3$. It falls because $y$ cannot exceed $\operatorname{artanh}\beta$ at fixed $p$, while $\eta$ grows without limit as the direction approaches the beam. At $\eta=1$ this proton has $p_T=1$ GeV and is the one in the second row of the table, where the derivative at fixed $p_T$ is 0.854. The two derivatives differ because they compare it with different neighbouring protons.
